**Logarithmic-derivative slopes from the S-norm**

For a pseudopotential with overlap operator S, the program tests dL/dE = −(2m/ħ²)⟨u|S|u⟩/u(R)², where u is the radial function, L = u′(R)/u(R), and the bracket is an integral from 0 to R. The all-electron case has S = 1. The radial equations of a model p channel are solved by Chebyshev collocation, and the slopes come from finite differences of L, independently of the norm integrals. The program asserts the slope formula at three energies, and the equality of all-electron and pseudo values, slopes and norms (S-norm for the pseudo wave) at the two reference energies. It also asserts the symmetry of the coefficients D and compares the all-electron L at −12 eV with an outward integration. At −12 eV the plain pseudo norm is about a quarter of the all-electron norm, yet both slopes are −35.64 nm⁻¹ eV⁻¹. With one projector and the augmentation q removed, the slope falls to 0.247 of the all-electron value and the error in L becomes first order in the energy offset. With q restored, or with a norm-conserving wave, the slope is correct and the error is second order.

## Check in Python

```python
"""Energy slope of the logarithmic derivative for an augmented pseudopotential.

Result under test, for radial functions u(r) and L = u'(R)/u(R):
    dL/dE = -(2m/hbar^2) * <u|S|u>_R / u(R)^2,
    S = 1 + sum_ij |beta_i> q_ij <beta_j|   (S = 1 for the all-electron case).
At a reference energy the S-norm equals the all-electron norm inside R, so
the slopes agree although the plain pseudo norm differs.
Symbols: KIN = hbar^2/2m, COUL = e^2/(4 pi eps0), chi = (E - T - Vloc) phi_ps,
B_ij = <phi_ps_i|chi_j>, D_ij = B_ij + E_j q_ij. Functions have u(R) = 1.
Units: eV and nm. Slopes are finite differences of L from solved equations.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.chebyshev import chebvander
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigvals

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9
Z, SCREEN, R = 8.0, 0.03, 0.08
E_REF = [-12.0, 4.0]
E_MID = -4.0
CENTRIFUGAL = 2.0  # l(l+1) for l = 1

# Chebyshev collocation on 0 <= r <= R; node 0 is r = R, last node is r = 0
N = 32
index = np.arange(N + 1)
t = np.cos(np.pi * index / N)
edge = np.ones(N + 1)
edge[[0, -1]] = 2.0
edge *= (-1.0) ** index
diff_t = np.outer(edge, 1 / edge) / (t[:, None] - t[None, :] + np.eye(N + 1))
diff_t -= np.diag(diff_t.sum(axis=1))
x = (1 + t) / 2
r = R * x
d_dr = 2 * diff_t / R
moments = np.array([2 / (1 - k**2) if k % 2 == 0 else 0.0 for k in range(N + 1)])
weight = np.linalg.solve(chebvander(t, N).T, moments) * R / 2
inner = slice(1, N)


def v_ae(radius):
    return -COUL / radius * (1 + (Z - 1) * np.exp(-radius / SCREEN))


screen_R = (Z - 1) * np.exp(-R / SCREEN)
dv_R = COUL / R**2 * (1 + screen_R) + COUL / R * screen_R / SCREEN
v_curv = R * dv_R / 2
v_loc = v_ae(R) - v_curv + v_curv * x**2
v_full = np.zeros(N + 1)
v_full[:-1] = v_ae(r[:-1])


def operators(dataset=None):
    """Matrices H and S; dataset None means the all-electron problem."""
    local = (v_full if dataset is None else v_loc).copy()
    local[:-1] += KIN * CENTRIFUGAL / r[:-1] ** 2
    H = -KIN * d_dr @ d_dr + np.diag(local)
    S = np.eye(N + 1)
    if dataset is not None:
        beta = dataset["beta"]
        H = H + beta.T @ dataset["D"] @ (beta * weight)
        S = S + beta.T @ dataset["q"] @ (beta * weight)
    return H, S


def solve(energy, ops):
    """Regular solution with u(R) = 1 and its logarithmic derivative."""
    A = ops[0] - energy * ops[1]
    u = np.zeros(N + 1)
    u[0] = 1.0
    u[inner] = np.linalg.solve(A[inner, inner], -A[inner, 0])
    return u, d_dr[0] @ u


def slope(energy, ops, h=0.05):
    L = [solve(energy + k * h, ops)[1] for k in (-2, -1, 1, 2)]
    return (L[0] - 8 * L[1] + 8 * L[2] - L[3]) / (12 * h)


def gap(energy, ops):
    """Distance from energy to the nearest interior level with u(R) = 0."""
    levels = eigvals(ops[0][inner, inner], ops[1][inner, inner])
    return np.min(np.abs(levels[np.isfinite(levels)] - energy))


def s_norm(u, dataset):
    overlap = dataset["beta"] @ (weight * u)
    return weight @ u**2 + overlap @ dataset["q"] @ overlap


ae = operators()
BUMP = Polynomial([1, 0, -1]) ** 3  # vanishes at R with two derivatives
X2 = Polynomial([0, 0, 1])


def soft_factor(energy):
    """g(x) with phi_ps = x^2 g matched to u, u', u'' at R."""
    L = solve(energy, ae)[1]
    target = [1.0, L * R, R**2 * (v_ae(R) - energy) / KIN + CENTRIFUGAL]
    powers = np.array([2.0, 4.0, 6.0])
    c = np.linalg.solve([powers**0, powers, powers * (powers - 1)], target)
    return Polynomial([c[0], 0, c[1], 0, c[2]])


def make_dataset(energies, bump=0.0, augment=True):
    phi, phi_ps, chi = [], [], []
    for energy in energies:
        g = soft_factor(energy) + bump * BUMP
        p = X2 * g
        phi.append(solve(energy, ae)[0])
        phi_ps.append(p(x))
        kinetic = -KIN / R**2 * (p.deriv(2)(x) - CENTRIFUGAL * g(x))
        chi.append((energy - v_loc) * p(x) - kinetic)
    phi, phi_ps, chi = map(np.array, (phi, phi_ps, chi))
    B = (phi_ps * weight) @ chi.T
    q = (phi * weight) @ phi.T - (phi_ps * weight) @ phi_ps.T
    if not augment:
        q = np.zeros_like(q)
    return {"beta": np.linalg.solve(B.T, chi), "B": B, "q": q,
            "D": B + q * np.array(energies)[None, :], "phi_ps": phi_ps}


# Check of the all-electron solver by outward integration
r0 = 1e-5
a1 = -COUL * Z / (4 * KIN)
start = [r0**2 * (1 + a1 * r0), 2 * r0 + 3 * a1 * r0**2]
start = np.array(start) / r0**2
shot = solve_ivp(
    lambda s, y: [y[1], ((v_ae(s) - E_REF[0]) / KIN + CENTRIFUGAL / s**2) * y[0]],
    (r0, R), start, method="DOP853", rtol=1e-11, atol=1e-12)
L_shot = shot.y[1, -1] / shot.y[0, -1]
assert shot.success
assert abs(L_shot - solve(E_REF[0], ae)[1]) < 1e-5 * max(1, abs(L_shot))

print(f"hbar^2/2m = {KIN:.6f} eV nm^2")
print(f"e^2/(4 pi eps0) = {COUL:.6f} eV nm")
print(f"Z = {Z:.0f}, a = {SCREEN} nm, R = {R} nm, l = 1")
print(f"outward-integration L at {E_REF[0]} eV = {L_shot:.5f} 1/nm")

# Two-projector dataset
two = make_dataset(E_REF)
ps = operators(two)
B, q, D = two["B"], two["q"], two["D"]
assert np.isclose(B[0, 1] - B[1, 0], (E_REF[0] - E_REF[1]) * q[0, 1],
                  rtol=1e-6, atol=1e-9)
assert np.isclose(D[0, 1], D[1, 0], rtol=1e-6, atol=1e-9)
print("Two-projector dataset")
print(f"q11, q12, q22 = {q[0,0]:.6f}, {q[0,1]:.6f}, {q[1,1]:.6f} nm")
print(f"B12, B21 = {B[0,1]:.6f}, {B[1,0]:.6f} eV nm")
print(f"D12, D21 = {D[0,1]:.6f}, {D[1,0]:.6f} eV nm")

for energy in [E_REF[0], E_MID, E_REF[1]]:
    u, L = solve(energy, ae)
    v, L_ps = solve(energy, ps)
    n_ae, n_plain, n_s = weight @ u**2, weight @ v**2, s_norm(v, two)
    slope_ae, slope_ps = slope(energy, ae), slope(energy, ps)
    gaps = gap(energy, ae), gap(energy, ps)
    assert min(gaps) > 0.1
    assert np.isclose(slope_ae, -n_ae / KIN, rtol=1e-5)
    assert np.isclose(slope_ps, -n_s / KIN, rtol=1e-5)
    if energy in E_REF:
        k = E_REF.index(energy)
        assert np.max(np.abs(v - two["phi_ps"][k])) < 1e-6
        assert abs(L - L_ps) < 1e-5
        assert np.isclose(n_s, n_ae, rtol=1e-6)
        assert np.isclose(slope_ps, slope_ae, rtol=1e-5)
        assert abs(n_plain / n_ae - 1) > 0.01
    print(f"E = {energy} eV")
    print(f" L: AE {L:.6f}, pseudo {L_ps:.6f} 1/nm")
    print(f" norm in R, u(R)=1: AE {n_ae:.7f} nm")
    print(f" pseudo plain {n_plain:.7f}, S-norm {n_s:.7f} nm")
    print(f" dL/dE: AE {slope_ae:.6f}, pseudo {slope_ps:.6f} 1/(nm eV)")
    print(f" nearest u(R)=0 level: AE {gaps[0]:.2f}, pseudo {gaps[1]:.2f} eV away")

# One projector: the same wave with and without q, then a norm-conserving wave
E1 = E_REF[0]
u1, L1 = solve(E1, ae)
norm_ae = weight @ u1**2
soft = (X2 * soft_factor(E1))(x)
extra = (X2 * BUMP)(x)
roots = np.roots([weight @ extra**2, 2 * weight @ (soft * extra),
                  weight @ soft**2 - norm_ae])
assert np.all(np.isreal(roots))
bump_nc = float(np.real(roots[np.argmin(np.abs(roots))]))
cases = [("soft, with q", 0.0, True, 2),
         ("soft, q removed", 0.0, False, 1),
         ("norm-conserving, no q", bump_nc, False, 2)]
slope_ae = slope(E1, ae)
step = 0.1
print(f"One projector at {E1} eV; AE slope {slope_ae:.6f} 1/(nm eV)")
print(f"added term for norm conservation: b = {bump_nc:.5f}")
for name, bump, augment, order in cases:
    data = make_dataset([E1], bump, augment)
    ops = operators(data)
    assert gap(E1, ops) > 0.1
    v, L_ps = solve(E1, ops)
    ratio = slope(E1, ops) / slope_ae
    plain_ratio = weight @ v**2 / norm_ae
    expected = 1.0 if augment else plain_ratio
    errors = [abs(solve(E1 + d, ops)[1] - solve(E1 + d, ae)[1])
              for d in (step, 2 * step)]
    exponent = np.log2(errors[1] / errors[0])
    assert abs(L_ps - L1) < 1e-5
    assert np.isclose(ratio, expected, rtol=1e-5)
    assert abs(exponent - order) < 0.2
    print(f"{name}:")
    print(f" plain norm/AE norm {plain_ratio:.6f}, slope/AE slope {ratio:.6f}")
    print(f" |L error| at +{step} eV {errors[0]:.3e}, +{2*step} eV {errors[1]:.3e} 1/nm")
    print(f" order of error {exponent:.3f}")

print("tests ok")
```

Printed output:

```
hbar^2/2m = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
Z = 8, a = 0.03 nm, R = 0.08 nm, l = 1
outward-integration L at -12.0 eV = -134.13986 1/nm
Two-projector dataset
q11, q12, q22 = 1.022350, -0.471807, 0.214685 nm
B12, B21 = 12.081197, 4.532278 eV nm
D12, D21 = 10.193967, 10.193967 eV nm
E = -12.0 eV
 L: AE -134.139861, pseudo -134.139861 1/nm
 norm in R, u(R)=1: AE 1.3577289 nm
 pseudo plain 0.3353785, S-norm 1.3577289 nm
 dL/dE: AE -35.636095, pseudo -35.636095 1/(nm eV)
 nearest u(R)=0 level: AE 4.64, pseudo 4.64 eV away
E = -4.0 eV
 L: AE 253.425234, pseudo 253.502887 1/nm
 norm in R, u(R)=1: AE 2.5814009 nm
 pseudo plain 0.3847469, S-norm 2.5831321 nm
 dL/dE: AE -67.753609, pseudo -67.799049 1/(nm eV)
 nearest u(R)=0 level: AE 3.36, pseudo 3.36 eV away
E = 4.0 eV
 L: AE 91.119603, pseudo 91.119603 1/nm
 norm in R, u(R)=1: AE 0.2384729 nm
 pseudo plain 0.0237884, S-norm 0.2384729 nm
 dL/dE: AE -6.259161, pseudo -6.259161 1/(nm eV)
 nearest u(R)=0 level: AE 11.36, pseudo 11.36 eV away
One projector at -12.0 eV; AE slope -35.636095 1/(nm eV)
added term for norm conservation: b = 35.10817
soft, with q:
 plain norm/AE norm 0.247014, slope/AE slope 1.000000
 |L error| at +0.1 eV 1.041e-02, +0.2 eV 4.343e-02 1/nm
 order of error 2.060
soft, q removed:
 plain norm/AE norm 0.247014, slope/AE slope 0.247014
 |L error| at +0.1 eV 2.757e+00, +0.2 eV 5.668e+00 1/nm
 order of error 1.040
norm-conserving, no q:
 plain norm/AE norm 1.000000, slope/AE slope 1.000000
 |L error| at +0.1 eV 2.167e-03, +0.2 eV 9.066e-03 1/nm
 order of error 2.065
tests ok
```
